# Functional derivatives of four density functionals, with a helium example, part 1

(Sections cited here and not found follow in the second part.)

## 1. What an ordinary partial derivative misses

The energy of a many-electron system is often modelled as a number $F[n]$ computed from the electron density $n(\mathbf r)$. To minimize such an energy one needs the potential that says how much $F$ changes when a little density is added near $\mathbf r$. If $F=\int f\,d^3r$, the obvious guess for that potential is $\partial f/\partial n$. Take the von Weizsäcker kinetic energy, $f=|\nabla n|^2/(8n)$, and the model helium density $n=n_0e^{-2\zeta r}$ with $\zeta=1.6875$ bohr$^{-1}$. Here $|\nabla n|/n=2\zeta$, so the guess gives

$$\frac{\partial f}{\partial n}=-\frac{|\nabla n|^2}{8n^2}=-\frac{\zeta^2}{2}=-1.4238\ \text{Ha}$$

at every point. A constant potential predicts that moving charge from one place to another costs nothing at first order. Yet when this density is deformed by $\varepsilon\eta$ with $\eta=(1-2r^2/3)e^{-r^2}$, a change that carries no net charge, direct numerical integration shows the energy rising with slope $3.5343$ Ha per unit $\varepsilon$. The guess forgets that a change of $n$ also changes $\nabla n$.

The classical Coulomb energy fails in another way. It can be written $\tfrac12\int n\,v_H\,d^3r$, with $v_H$ the electrostatic potential of the density, which suggests the derivative $v_H/2$. For the same deformation this predicts a slope of $1.0729$ Ha, while the true slope is $2.1457$ Ha.

Hartree atomic units are used throughout (energies in hartree, Ha, lengths in bohr), and the density is spin-unpolarized. The numbers come from the numerical check, and the word "test" is kept for comparisons that the program asserts.

## 2. Definition, and the case without gradients

Start with a space cut into cells of volume $\Delta V$, with density $n_i$ in cell $i$. Then $F$ is an ordinary function of the $n_i$, and along a straight line $n_i+\varepsilon\eta_i$ the chain rule gives

$$\frac{dF}{d\varepsilon}\Big|_{0}=\sum_i\frac{\partial F}{\partial n_i}\eta_i=\sum_i v_i\,\eta_i\,\Delta V,\qquad v_i=\frac{1}{\Delta V}\frac{\partial F}{\partial n_i}.$$

Since $\eta_i\Delta V$ is a number of electrons, $v_i$ is an energy per electron. The continuum version is the definition: the functional derivative $v(\mathbf r)=\delta F/\delta n(\mathbf r)$ is the function for which

$$\frac{d}{d\varepsilon}F[n+\varepsilon\eta]\Big|_{\varepsilon=0}=\int v(\mathbf r)\,\eta(\mathbf r)\,d^3r\tag{1}$$

holds for every admissible $\eta$. For now admissible means smooth and zero outside a closed bounded region on which $n$ is continuous and positive. Then $n$ has a positive minimum on that region, and $n+\varepsilon\eta>0$ for small $|\varepsilon|$ of either sign.

**Uniqueness.** Suppose two continuous functions satisfy (1), and let $w$ be their difference, so $\int w\eta=0$ for all admissible $\eta$. If $w(\mathbf r_0)>0$, continuity makes $w>0$ in a small ball around $\mathbf r_0$. A smooth bump $\eta\ge0$ that lives inside this ball gives $\int w\eta>0$, a contradiction. The same argument excludes $w(\mathbf r_0)<0$, so $w=0$.

If the electron number is fixed, only variations with $\int\eta=0$ are allowed, and less can be concluded. Fix one bump $\eta_0$ with $\int\eta_0=1$ and set $c=\int w\eta_0$. For any admissible $\eta$ the combination $\eta-\eta_0\int\eta$ has zero integral, so $\int w\eta-c\int\eta=0$, that is $\int(w-c)\eta=0$ for all $\eta$, and $w=c$. A functional known only at fixed electron number determines its derivative up to an additive constant. The four functionals treated here are explicit formulas valid for any number of electrons, so their derivatives have no such freedom.

**Local functionals.** Let $F=\int f(n)\,d^3r$ with $f$ continuously differentiable for $n>0$. Only the bounded support of $\eta$ contributes to the change of $F$, and there the integrand and its $\varepsilon$-derivative are continuous, so the derivative may be taken under the integral:

$$\frac{dF}{d\varepsilon}\Big|_0=\int f'(n)\,\eta\,d^3r,\qquad v=f'(n(\mathbf r)).$$

The cell picture agrees: $F=\sum_i f(n_i)\Delta V$ gives $v_i=f'(n_i)$. In the linear limit $f=v_{\rm ext}(\mathbf r)\,n$ the change is exactly $\varepsilon\int v_{\rm ext}\eta$, so the derivative of the external energy is the external potential. A dependence of $f$ on position is harmless, because $\mathbf r$ is not varied.

## 3. Thomas-Fermi and Dirac exchange

Both functionals apply an energy density of the uniform gas of noninteracting electrons point by point.

**Kinetic energy.** Plane waves in a large box fill $\mathbf k$-space with density $1/(2\pi)^3$ per unit volume and per spin. With two spins filled up to $k_F$,

$$n=2\int_0^{k_F}\frac{4\pi k^2dk}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad t=2\int_0^{k_F}\frac{4\pi k^2dk}{(2\pi)^3}\frac{k^2}{2}=\frac{k_F^5}{10\pi^2}.$$

Dividing, $t/n=\tfrac{3}{10}k_F^2$, and $k_F=(3\pi^2n)^{1/3}$ gives

$$T_{TF}=C_F\int n^{5/3}d^3r,\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3}=2.871234 .$$

The local rule gives

$$v_{TF}=\tfrac53C_Fn^{2/3}=\tfrac12(3\pi^2n)^{2/3}=\tfrac12k_F^2(\mathbf r).$$

The uniform limit confirms this without any calculus of variations: an electron added to the noninteracting gas goes into the lowest empty plane wave, at the Fermi surface, and costs $k_F^2/2$.

**Exchange energy.** For a Slater determinant the exchange energy is, by definition, the same-spin part of the Coulomb expectation value that comes from antisymmetry, $E_x=-\tfrac12\sum_\sigma\iint|\gamma_\sigma(\mathbf r,\mathbf r')|^2/|\mathbf r-\mathbf r'|$, where $\gamma_\sigma=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$ runs over the occupied orbitals of spin $\sigma$. For plane waves $\gamma_\sigma$ depends only on the distance $u$. The angular average of $e^{i\mathbf k\cdot\mathbf u}$ is $\sin(ku)/(ku)$, and $\int_0^{k_F}k\sin(ku)\,dk=(\sin x-x\cos x)/u^2$ with $x=k_Fu$, so

$$\gamma(u)=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk=\frac{k_F^3}{2\pi^2}\frac{\sin x-x\cos x}{x^3}=\frac{3n}{2}\frac{j_1(x)}{x},$$

where $j_1=\sin x/x^2-\cos x/x$ and $k_F^3/(2\pi^2)=3n/2$. The two spins cancel the factor $\tfrac12$, and the energy per volume is

$$e_x=-\int_0^\infty\frac{\gamma^2}{u}4\pi u^2du=-4\pi\,\frac{9n^2}{4}\,\frac{1}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx ,$$

using $u\,du=x\,dx/k_F^2$. With $j_0=\sin x/x$, direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$. Hence $(j_0^2+j_1^2)'=-2j_0j_1+2j_1j_0-4j_1^2/x=-4j_1^2/x$. Since $j_0^2+j_1^2$ equals $1$ at $x=0$ and vanishes at infinity, the integral is $1/4$; quadrature gives $0.25000000$. Then $e_x=-9\pi n^2/(4k_F^2)$, and

$$\frac{9\pi}{4(3\pi^2)^{2/3}}=\frac34\cdot\frac{3\pi}{3^{2/3}\pi^{4/3}}=\frac34\Big(\frac3\pi\Big)^{1/3}=C_x=0.738559 .$$

The Dirac functional and its derivative are

$$E_x^{D}=-C_x\int n^{4/3}d^3r,\qquad v_x=-\tfrac43C_xn^{1/3}=-\Big(\frac{3n}{\pi}\Big)^{1/3}=-\frac{k_F}{\pi}.$$

The last form follows from $3n/\pi=3\pi^2n/\pi^3$. Both constants are tested against quadrature of the defining integrals, and the Dirac energy density and potential against the libxc implementation.

The Taylor remainder of a local functional is $\tfrac12\varepsilon^2\int f''\eta^2$ at leading order. Here $f''=\tfrac{10}{9}C_Fn^{-1/3}>0$ and $f''=-\tfrac49C_xn^{-2/3}<0$, so $T_{TF}$ curves upward and $E_x^D$ downward along any line of positive densities. The expansion of $(n+\varepsilon\eta)^p=n^p(1+\varepsilon\eta/n)^p$ is one in $\varepsilon\eta/n$. This shows how far the class of variations can be widened: $\eta$ may extend to infinity provided $|\eta|/n$ stays bounded and the integrals converge.

## 4. One gradient, one dimension

Let $F=\int_a^b f(n,n')\,dx$, with $f$ and $n$ twice continuously differentiable. Write $g$ for the second argument. Both arguments move with $\varepsilon$, the first by $\varepsilon\eta$ and the second by $\varepsilon\eta'$, so

$$\frac{dF}{d\varepsilon}\Big|_0=\int_a^b\big[f_n\,\eta+f_g\,\eta'\big]dx ,$$

where $f_n$ and $f_g$ are the partial derivatives, taken with $n$ and $g$ as independent variables and then evaluated on the density. This is not yet of the form (1), because $\eta'$ appears. Integration by parts moves the derivative onto $f_g$, which is differentiable along $x$ because $f$ and $n$ have second derivatives:

$$\frac{dF}{d\varepsilon}\Big|_0=\int_a^b\Big[f_n-\frac{d}{dx}f_g\Big]\eta\,dx+\big[f_g\,\eta\big]_a^b .$$

When $\eta$ vanishes at the ends, $v=f_n-\frac{d}{dx}f_g$.

The minus sign can be checked in the cell picture. For $f=\tfrac12g^2$ the formula gives $v=-n''$. On a grid of spacing $\Delta$, $F=\sum_j(n_{j+1}-n_j)^2/(2\Delta)$. The value $n_i$ enters two terms, $j=i-1$ and $j=i$, so

$$v_i=\frac1\Delta\frac{\partial F}{\partial n_i}=\frac{(n_i-n_{i-1})-(n_{i+1}-n_i)}{\Delta^2}=-\frac{n_{i+1}-2n_i+n_{i-1}}{\Delta^2},$$

which tends to $-n''$. The extra term exists because raising the density in one cell changes the slopes on both sides of it. For this $f$ the two changes cancel on a straight piece, and only the curvature survives. For other integrands they need not cancel there, because $f_g$ can also vary along $x$ through $n$.

## 5. The Euler-Lagrange formula in three dimensions

Let $F=\int_\Omega f(\mathbf r,n,\mathbf g)\,d^3r$ with $\mathbf g=\nabla n$, and $f$ and $n$ twice continuously differentiable. Let $f_{\mathbf g}$ be the vector with components $\partial f/\partial g_i$. Differentiating under the integral as before,

$$\frac{dF}{d\varepsilon}\Big|_0=\int_\Omega\big[f_n\,\eta+f_{\mathbf g}\cdot\nabla\eta\big]d^3r .$$

The product rule $\nabla\cdot(\eta f_{\mathbf g})=\eta\,\nabla\cdot f_{\mathbf g}+f_{\mathbf g}\cdot\nabla\eta$ lets us replace the second term, and the divergence theorem turns the total divergence into an integral over the boundary with outward element $d\mathbf S$:

$$\frac{dF}{d\varepsilon}\Big|_0=\int_\Omega\big[f_n-\nabla\cdot f_{\mathbf g}\big]\eta\,d^3r+\oint_{\partial\Omega}\eta\,f_{\mathbf g}\cdot d\mathbf S .\tag{2}$$

The surface term vanishes if $\eta$ is zero on the boundary. It vanishes for a periodic cell, because $\eta f_{\mathbf g}$ is the same on opposite faces while $d\mathbf S$ is reversed. It vanishes in all space if $\eta f_{\mathbf g}$ falls faster than $1/r^2$, because the area of a sphere grows as $r^2$. In these cases comparison with (1) and the uniqueness argument give

$$\frac{\delta F}{\delta n(\mathbf r)}=\frac{\partial f}{\partial n}-\nabla\cdot\frac{\partial f}{\partial(\nabla n)} .\tag{3}$$

The divergence acts on $f_{\mathbf g}$ as a function of position after the density has been inserted. By the chain rule,

$$\nabla\cdot f_{\mathbf g}=\sum_i\Big[\frac{\partial^2f}{\partial x_i\partial g_i}+\frac{\partial^2f}{\partial n\,\partial g_i}\partial_in+\sum_j\frac{\partial^2f}{\partial g_j\partial g_i}\partial_i\partial_jn\Big],$$

so the potential contains second derivatives of $n$ unless $f$ is linear in $\mathbf g$.

Two limits behave as they must. Without gradient dependence (3) returns $f_n$. For $f=n^2g_z$ the integrand is $\partial_z(n^3/3)$, a total divergence, so $F$ depends on boundary values alone and $v$ must vanish. Indeed $f_n=2ng_z$ and $\partial_z(n^2)=2n\,\partial_zn$ cancel; this is tested symbolically. An energy density is therefore not fixed by the functional, while the derivative is.

A numerical test uses a periodic cube of side $2\pi$ with $32^3$ grid points, the density $n=1+0.2\sin x\cos y+0.15\cos(x+z)+0.1\sin(y-z)$, the variation $\eta=\sin x\cos y+0.5\cos(x+z)+0.3\cos(2z-y)+0.2\sin x$, and a model integrand with no rotational symmetry,

$$f=n^2\sin x+|\mathbf g|^4/n+n^2g_xg_y+e^{-n}g_z^2 .$$

The left side of (1) is a four-point finite difference of $F[n+\varepsilon\eta]$, which never uses (3). It gives $70.1761651$, and $\int v\eta$ from (3) gives $70.1761651$; dropping the divergence gives $48.9943438$. On the same grid the two sides agree at $68.7371865$ for Thomas-Fermi and $-7.0361597$ for Dirac exchange (atomic units).

## 6. The von Weizsäcker functional

Now $f=|\mathbf g|^2/(8n)$, with $n>0$. The partial derivatives are

$$f_n=-\frac{|\mathbf g|^2}{8n^2},\qquad f_{\mathbf g}=\frac{2\mathbf g}{8n}=\frac{\mathbf g}{4n}.$$

With $\nabla(1/n)=-\nabla n/n^2$ the divergence is

$$\nabla\cdot\frac{\nabla n}{4n}=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{4n^2}.$$

In (3) the gradient terms combine as $-\tfrac18+\tfrac14=+\tfrac18$:

$$v_W=\frac{|\nabla n|^2}{8n^2}-\frac{\nabla^2n}{4n}.\tag{4}$$

The divergence adds the Laplacian and also reverses the sign of the gradient term.

Put $\psi=\sqrt n$. Then $\nabla n=2\psi\nabla\psi$ and $\nabla^2n=2|\nabla\psi|^2+2\psi\nabla^2\psi$. The integrand becomes $4\psi^2|\nabla\psi|^2/(8\psi^2)=\tfrac12|\nabla\psi|^2$, and

$$v_W=\frac{|\nabla\psi|^2}{2\psi^2}-\frac{|\nabla\psi|^2}{2\psi^2}-\frac{\nabla^2\psi}{2\psi}=-\frac{\nabla^2\sqrt n}{2\sqrt n}.\tag{5}$$

Both forms are tested symbolically for an unspecified positive function of three variables. In the uniform limit $v_W=0$. For a weak modulation the Laplacian term of (4) is of first order in the amplitude, while $f_n$ is of second order. On the periodic grid the slope and $\int v_W\eta$ both equal $10.7081285$. With $\delta=n-1$, every mode of $\delta$ has $k^2=2$, so the first-order potential is $-\nabla^2\delta/4=\delta/2$; the cell mean of $\delta\eta$ is $0.2\cdot\tfrac14+0.15\cdot0.5\cdot\tfrac12=0.0875$, giving $\tfrac12(2\pi)^3\times0.0875=10.85$, close to the full value. The term $f_n$ alone misses this contribution and yields $0.0220552$. That it is quite this small is an accident of the example: the only modes of $|\nabla\delta|^2$ that overlap $\eta$ are $0.015\sin(x+y)$ and $0.01\cos(x+z)$, each met by a coefficient $0.5$ in $\eta$, so the second-order part is $-\tfrac18(2\pi)^3\times0.00625\approx-0.19$, and higher orders nearly cancel it.

**One orbital.** Let $N=1$ or $2$ electrons occupy one real nodeless normalized orbital $\varphi>0$, so $n=N\varphi^2$ and $\psi=\sqrt N\varphi$. Their kinetic energy $N\int\tfrac12|\nabla\varphi|^2$ equals $T_W$ exactly. If $-\tfrac12\nabla^2\varphi+v_s\varphi=\lambda\varphi$, division by $\varphi$ and (5) give

$$v_W=\lambda-v_s .$$

This is the quantum counterpart of "kinetic energy equals total minus potential energy", and it makes $v_W$ negative in the classically forbidden region. It is tested on the periodic ground state in $v_s=\cos x$, found by diagonalizing in 41 plane waves: $\lambda=-0.535065$ Ha, and (4) evaluated from the density differs from $\lambda-\cos x$ by at most about $10^{-11}$ Ha on the grid.

**Exact expansion.** Write $\eta=nu$, so the varied density is $m=n(1+\varepsilon u)$ and $\nabla m=(1+\varepsilon u)\nabla n+\varepsilon n\nabla u$. Squaring and dividing by $8m$,

$$\frac{|\nabla m|^2}{8m}=(1+\varepsilon u)\frac{|\nabla n|^2}{8n}+\varepsilon\frac{\nabla n\cdot\nabla u}{4}+\varepsilon^2\frac{n|\nabla u|^2}{8(1+\varepsilon u)} .$$

The terms linear in $\varepsilon$ integrate by parts to $\int u\,[|\nabla n|^2/(8n)-\nabla^2n/4]=\int\eta\,v_W$, which is (4) reached by a second route. What is left is exact:

$$T_W[n+\varepsilon\eta]-T_W[n]-\varepsilon\int v_W\eta=\varepsilon^2\int\frac{n|\nabla u|^2}{8(1+\varepsilon u)}d^3r\ \ge0 .\tag{6}$$

The functional derivative has been defined and worked out for local and gradient-dependent functionals, giving the Thomas-Fermi, Dirac and von Weizsäcker potentials and an exact remainder for the last. Still to come are cusps and nodes of the density, the Hartree energy, a scaling sum rule, the worked helium example and the meaning of stationarity.
